# The moving-boundary correction to the parabolic oxidation constant, part 2

Oxidant diffuses through a rigid, planar oxide on silicon and is bound at the inner interface. How much does the oxidant still dissolved in the oxide slow the growth, and why?

The oxide occupies $0 < x < X(t)$, with $x=0$ at its outer surface and $X(0)=0$. Dissolved oxidant has concentration $c(x,t)$, constant diffusivity $D$ and flux $J=-D\,c_x$; subscripts $x$, $t$ denote partial derivatives, and $X'=dX/dt$. The perfectly reactive interface gives $c(X,t)=0$, and $c(0,t)=C$. Per volume of oxide, $N$ oxidant units are bound, counted in the same units as $C$; $\varepsilon=C/N$. Then

$$c_t = D\,c_{xx}, \qquad J(X,t) = N X'. \tag{14}$$

Neglecting $c_t$ gives the quasi-steady law: a linear profile, flux $DC/X$ and $X^2=B_0t$, with $B_0=2DC/N$.

The exact solution is $c=Cf(\eta)$, $\eta=x/(2\sqrt{Dt})$, with

$$f'' = -2\eta f', \tag{4}$$

$$c = C\left[1 - \frac{\operatorname{erf}\left(x/2\sqrt{Dt}\right)}{\operatorname{erf}\lambda}\right], \tag{6}$$

$$J(x,t) = C\sqrt{\frac{D}{\pi t}}\;\frac{e^{-\eta^2}}{\operatorname{erf}\lambda}, \tag{8}$$

$$\sqrt\pi\,\lambda\,e^{\lambda^2} \operatorname{erf}\lambda = \varepsilon. \tag{9}$$

It gives $X^2=Bt$, $B=4D\lambda^2$, $y=2\lambda^2=\varepsilon-\varepsilon^2/3+\cdots$ and $B/B_0=1-\varepsilon/3+7\varepsilon^2/45-\cdots$. For every $\varepsilon>0$,

$$\frac{B_0}{1 + \varepsilon/3} < B < B_0. \tag{13}$$

Comparing the dissolved amount $CX/2$ with the bound amount $NX$ suggests a loss of $C/(2N)$, which is too large because it ignores the distance travelled. Multiplying $c_t=-J_x$ by $x$ and integrating over the oxide, with $\int_0^X J\,dx=DC$, gives the transport ledger

$$\frac{N X^2}{2} + M = DCt, \tag{16}$$

where $M=\int_0^X x\,c\,dx$.

The steam example is 4 h at 1273 K and 760 Torr, with rough inputs $D=6.0\times10^{-10}$ cm$^2$/s, $C=3.0\times10^{19}$ cm$^{-3}$ and $N=4.4\times10^{22}$ cm$^{-3}$, counted in water molecules. Then $\varepsilon=6.818\times10^{-4}$ and $B_0=0.29455$ µm$^2$/h. The quasi-steady thickness is 1085.44 nm; the moving boundary lowers $B$ by the fraction $2.272\times10^{-4}$ and the thickness by 0.123 nm.

## Why the fraction is one third

For small $\varepsilon$ the profile is nearly linear. Indeed, with $u = x/X$, the exact profile is $1 - \operatorname{erf}(\lambda u)/\operatorname{erf}\lambda$. Since $\operatorname{erf}z$ is proportional to $z - z^3/3 + \cdots$, this differs from $1 - u$ by terms of order $\lambda^2$, that is, of order $\varepsilon$. To leading order we may therefore take

$$M = \int_0^X x\,C\left(1 - \frac xX\right)dx = C\left(\frac{X^2}{2} - \frac{X^2}{3}\right) = \frac{CX^2}{6}.$$

Equation (16) becomes $X^2(N/2 + C/6) = DCt$, or

$$B \approx \frac{2DC}{N + C/3} = \frac{B_0}{1 + \varepsilon/3}. \tag{17}$$

The dissolved oxidant is half of $CX$ in number, and its mean depth is $X/3$. The bound oxidant numbers $NX$, and its mean depth is $X/2$. The ratio of the two transports is

$$\frac{(CX/2)(X/3)}{(NX)(X/2)} = \frac{C}{3N}.$$

This is the missing factor: dissolved oxidant sits nearer the outer surface and has cost less transport per unit.

Formula (17) is also the lower bound in (13). From (4), $f'' = -2\eta f'$, and $f' < 0$, so the exact profile is convex. It lies below the straight line joining its end values, its moment is smaller than $CX^2/6$, and the true $B$ is larger than (17).

## Entry flux and consumption

The same storage makes the flux differ between the two faces. At the interface, $J(X,t) = NX'$. Differentiating $X^2 = Bt$ gives $X' = B/(2X)$, and therefore

$$J(X,t) = \frac{NB}{2X} = \frac{DC}{X}\,\frac{B}{B_0}. \tag{18}$$

By (8), the flux varies through the oxide as $e^{-\eta^2}$, with $\eta = 0$ at the outer surface and $\eta = \lambda$ at the interface. The entry flux is consequently

$$J(0,t) = e^{\lambda^2} J(X,t).$$

Since $\lambda^2 = y/2 = \varepsilon/2 + O(\varepsilon^2)$, the two fluxes are, to first order,

$$\frac{J(X,t)}{DC/X} = 1 - \frac\varepsilon3, \qquad \frac{J(0,t)}{DC/X} = \left(1 + \frac\varepsilon2\right)\left(1 - \frac\varepsilon3\right) = 1 + \frac\varepsilon6.$$

Both are compared with the quasi-steady flux at the same thickness. More oxidant enters than in the quasi-steady picture, but less reaches the silicon.

The difference, $(\varepsilon/2)(DC/X)$, should be the rate of filling. The linear profile holds $CX/2$, which increases at the rate $CX'/2$. With $X' = DC/(NX)$ to leading order, this rate is $(\varepsilon/2)(DC/X)$, as required.

## Growth from an existing oxide

Formula (6) rests on the similarity form and on zero initial thickness. To see whether the same constant appears without these, the diffusion problem can be integrated directly from an oxide of thickness $X_0$ with a linear initial profile.

It is convenient to use $u = x/X(t)$, which keeps the interface at $u = 1$. At fixed $u$ a point moves with speed $uX'$, so the rate of change seen there is $c_t + uX'c_x$. With $c_x = c_u/X$, the equation to integrate is

$$\left.\frac{\partial c}{\partial t}\right|_u = \frac{D}{X^2}\,c_{uu} + u\,\frac{X'}{X}\,c_u, \qquad X' = -\frac{D}{NX}\,c_u(1,t).$$

The constant $B$ was taken as the increase of $X^2$ between the times 20 and 40, in units of $X_0^2/D$, divided by that interval. The resulting reductions $1 - B/B_0$ agree with the root of (9) to all six decimals printed:

| $C/N$ | Reduction | $C/(3N)$ | Bound from (13) |
|---|---|---|---|
| 0.02 | 0.006605 | 0.006667 | 0.006623 |
| 0.04 | 0.013090 | 0.013333 | 0.013158 |
| 0.30 | 0.087924 | 0.100000 | 0.090909 |
| 1.00 | 0.231045 | 0.333333 | 0.250000 |

In these runs the constant $B$ thus describes the late growth of an oxide that did not start from zero. The initial thickness shifts the parabola but does not change its late slope.

The first two rows also give the leading coefficient without the series. Divide each reduction by its $\varepsilon$, then subtract the second quotient from twice the first. With the unrounded reductions, this removes the term linear in $\varepsilon$ and leaves 0.33327, which differs from $1/3$ by terms of order $\varepsilon^2$.

For $C/N = 0.02$ the calculated entry flux is 1.003312 times $DC/X$, against $1 + \varepsilon/6 = 1.003333$. For $C/N = 1$ it is 1.129478 times $DC/X$, whereas the first-order formula would give 1.167.

The table shows where the leading fraction stops being sufficient. Relative to the exact reduction, it is too large by 0.9% at $C/N = 0.02$, by 14% at 0.30 and by 44% at 1. For small $\varepsilon$ the relative excess follows from the second term of the series:

$$\frac{7\varepsilon^2/45}{\varepsilon/3} = \frac{7\varepsilon}{15}.$$

To keep it below 1%, $C/N$ must be below about 0.02. Formula (17) is closer: at $C/N = 1$ its reduction of 0.25 is 8% too large.

## Changing the storage alone

If filling the oxide is the cause of the slower growth, then changing the amount stored, with the supply $DC$ held fixed, should change the reduction in proportion. Suppose that each mobile oxidant is accompanied by a fixed number of immobile ones in rapid local equilibrium. The total stored concentration is then $\sigma c$, while the mobile concentration $c$ alone carries the flux:

$$\sigma\,c_t = D\,c_{xx}.$$

The interface condition is unchanged, because the stored concentration also vanishes there. The derivation of (16) now gives $NX^2/2 + \sigma M = DCt$, and the leading reduction becomes $\sigma C/(3N)$.

Direct integration at $C/N = 0.04$ gives reductions of 0.006605, 0.013090 and 0.025712 for $\sigma = 0.5$, 1 and 2. The value 0.5 has no trapping picture behind it; it serves only to vary the storage term. The reductions are nearly proportional to $\sigma$, and the small departure is again the second-order term.

In fact the first value equals the one found for $C/N = 0.02$ with ordinary storage. The reason is that the stored concentration $\sigma c$ obeys the ordinary diffusion equation with diffusivity $D/\sigma$ and surface value $\sigma C$. The product of the two is still $DC$, so $B_0$ is unchanged, and the exact reduction is that of the ordinary problem with $\varepsilon$ replaced by $\sigma\varepsilon$.

Trapping of this kind therefore does not spoil the formula, provided that $C$ is taken as the total stored concentration at the surface and $D$ as the corresponding effective diffusivity.

## Water stored as pairs of silanol groups

Water can also react with the oxide network, each molecule forming two SiOH groups. Consider the limit in which nearly all the stored water is in this immobile form and local equilibrium is rapid. By the law of mass action, the mobile concentration $m$ is then proportional to the square of the stored concentration $s$. Both are counted in water molecules, with surface values $C_m$ and $C$:

$$\frac{m}{C_m} = \left(\frac sC\right)^2, \qquad s_t = D_m\,m_{xx}.$$

Here $D_m$ is the diffusivity of the mobile molecules. Both concentrations vanish at the interface.

In the quasi-steady state $m$ is linear, $m = C_m(1 - x/X)$, and $B_0 = 2D_mC_m/N$. The stored profile is therefore $s = C\sqrt{1 - x/X}$. It remains high through most of the oxide and drops steeply near the silicon. Setting $v = 1 - x/X$, its first moment is

$$\int_0^X x\,s\,dx = CX^2\int_0^1(1 - v)\,v^{1/2}\,dv = CX^2\left(\frac23 - \frac25\right) = \frac{4}{15}\,CX^2.$$

The transport ledger becomes

$$X^2\left(\frac N2 + \frac{4C}{15}\right) = D_mC_m t.$$

To leading order the constant is thus lowered by the fraction

$$\frac{2}{N}\cdot\frac{4C}{15} = \frac{8C}{15N}. \tag{19}$$

Solving the full nonlinear similarity problem at $C/N = 0.01$ and 0.02, and extrapolating to zero as before, gives the coefficient 0.5333, in agreement with $8/15$.

With $B_0$ and the total $C$ held fixed, the leading reduction is thus 1.6 times that of a single diffusing species. In the steam example the leading fraction rises from $2.27\times10^{-4}$ to $3.64\times10^{-4}$. The factor one third belongs to a linear stored profile; it is not a property of moving boundaries in general.

## A finite reaction rate

A real interface needs a nonzero concentration $c_i$ to sustain the reaction. Let the reaction consume oxidant at the rate $k c_i$ per unit area. In the quasi-steady approximation, where the small storage term $c_iX'$ is also dropped,

$$N X' = k c_i = \frac{D(C - c_i)}{X}.$$

Solving the second equality for $c_i$ gives

$$c_i = \frac{C}{1 + kX/D}.$$

Define $A = 2D/k$. Then $kX/D = 2X/A$, and the growth rate is

$$N X' = \frac{kC}{1 + kX/D} = \frac{DC}{X + A/2}.$$

Multiplying by $2(X + A/2)/N$ gives $(2X + A)X' = B_0$, and integration from zero thickness yields the linear-parabolic law

$$X^2 + AX = B_0t. \tag{20}$$

For a thin oxide $X \approx (B_0/A)\,t$. The perfectly reactive interface is the limit $k \to \infty$, or $A \to 0$.

Take a rough linear constant $B_0/A = 1300$ nm/h for the steam example. This is of the size found for (111) silicon at this temperature; the linear constant depends on orientation and is markedly smaller for (100) silicon. Then

$$A = \frac{0.29455\times10^6\ \text{nm}^2/\text{h}}{1300\ \text{nm/h}} = 227\ \text{nm}.$$

After 4 h, $B_0t = 1.178\times10^6$ nm$^2$, and the positive root of (20) is

$$X = \frac{-A + \sqrt{A^2 + 4B_0t}}{2} = 978\ \text{nm}.$$

Finite reaction costs 107 nm, nearly nine hundred times the 0.123 nm due to the moving boundary. The interface concentration is still $0.104\,C$, so the assumption $c(X,t) = 0$ is only a rough one even at this thickness.

The two effects enter differently. In (20), finite reaction adds a linear term and leaves $B_0$ unchanged, whereas dissolved storage changes the parabolic constant itself. With both present, the fraction $C/(3N)$ has not been derived here for thicknesses comparable with $A$.

## Beside real silicon oxidation

A parabolic constant of about 0.3 µm$^2$/h is of the right rough size for steam oxidation of silicon at this temperature, and none of the inputs is meant to be far from typical. Of the departures from the model estimated here, the finite reaction rate has the largest effect: it lowers the calculated thickness by about 10% with the linear constant used above, and by more, roughly 17%, with the smaller constant of (100) silicon. The moving-boundary correction is also smaller than ordinary uncertainties of the process. With a rough activation energy of 0.8 eV for $B$, a temperature error $\delta T$ at fixed pressure changes $B$ by the fraction $(0.8\ \text{eV})\,\delta T/(k_BT^2)$, where $k_B$ is Boltzmann's constant; 0.040 K suffices to match the correction. If $B$ is proportional to the steam pressure, an error of 0.173 Torr in 760 Torr does the same at fixed temperature. For dry oxygen, rough values of $C = 5.0\times10^{16}$ cm$^{-3}$ and $N = 2.2\times10^{22}$ cm$^{-3}$ give a reduction of only $7.6\times10^{-7}$.

For these oxides the quasi-steady constant is therefore adequate. The correction would reach about 1% of $B$ for a layer that dissolves 3% as much oxidant as it binds, provided that its interface reaction is fast and its diffusivity nearly constant.

It also has a definite sign when a measured parabolic constant is used to infer the product $DC$. Within this model, the quasi-steady formula gives $DC = NB/2$, whereas (17) gives $DC = (NB/2)(1 + \varepsilon/3)$ to leading order. Neglecting the stored oxidant makes the inferred product too small by the fraction $C/(3N)$. The numerical output printed below gives most of the values used in these notes.

## Table of computed values

```
General results (dimensionless)
leading coefficient from growth runs: 0.33327
second series coefficient: 0.15556
C/N = 0.02: reduction of B, growth run 0.006605, exact 0.006605
   leading C/(3N) 0.006667, upper bound 0.006623
   entry flux / (DC/X) 1.003312, moment balance error 1.8e-13
C/N = 0.04: reduction of B, growth run 0.013090, exact 0.013090
   leading C/(3N) 0.013333, upper bound 0.013158
   entry flux / (DC/X) 1.006584, moment balance error 1.0e-13
C/N = 0.30: reduction of B, growth run 0.087924, exact 0.087924
   leading C/(3N) 0.100000, upper bound 0.090909
   entry flux / (DC/X) 1.045797, moment balance error 8.8e-13
C/N = 1.00: reduction of B, growth run 0.231045, exact 0.231045
   leading C/(3N) 0.333333, upper bound 0.250000
   entry flux / (DC/X) 1.129478, moment balance error 1.6e-11
C/N = 0.04, storage x 0.5: reduction 0.006605
C/N = 0.04, storage x 2.0: reduction 0.025712
pair-storage coefficient: 0.5333
Steam oxidation of silicon (rough inputs)
temperature: 1273 K, pressure: 760 Torr
time: 4 h, D: 6.0e-10 cm^2/s
C: 3.0e+19 cm^-3, N: 4.4e+22 cm^-3
C/N: 6.818e-04
quasi-steady B0: 0.29455 um^2/h
exact B: 0.29448 um^2/h
exact fractional reduction of B: 2.2720e-04
leading fraction C/(3N): 2.2727e-04
quasi-steady thickness: 1085.44 nm
exact thickness: 1085.32 nm
thickness lost: 0.123 nm
diffusion time X^2/D: 19.6 s
growth time: 14400 s
Dry oxygen contrast (rough inputs)
C: 5.0e+16 cm^-3, N: 2.2e+22 cm^-3
exact fractional reduction of B: 7.576e-07
Neglected effects, steam example
linear rate constant (rough): 1300 nm/h
length A = B0/(linear constant): 227 nm
quasi-steady thickness with finite reaction: 978 nm
thickness lost to finite reaction: 107 nm
interface concentration / C: 0.104
reduction of B if stored as pairs: 3.64e-04
activation energy of B (rough): 0.8 eV
temperature error of equal effect: 0.040 K
pressure error of equal effect: 0.173 Torr
```
